\section*{Slowest Surface-Recombination Decay in a Cylindrical Nanowire}

\section{A wire with a slow surface}

Take a long cylindrical wire of radius $R$ that holds excess electron–hole pairs at density $n$. Suppose that pairs are lost at the side wall alone, and so slowly that diffusion keeps $n$ the same across the wire. Let the wall remove $Sn$ pairs per unit area and time. The constant $S$ is the surface recombination velocity.

A piece of length $L$ holds $\pi R^2Ln$ pairs and has a side area $2\pi RL$. Counting pairs gives
\begin{equation}
\pi R^2L\,\frac{dn}{dt}=-2\pi RL\,Sn ,
\qquad\text{so}\qquad
\frac{dn}{dt}=-\frac{2S}{R}\,n .
\end{equation}
The density decays exponentially with lifetime $R/(2S)$. The factor 2 is the ratio of side area to volume, multiplied by $R$. For $R=200$ nm and $S=10^5$ cm/s the lifetime is $2\times10^{-5}/(2\times10^{5})$ s $=100$ ps.

This cannot hold for every $S$. As $S$ grows the formula tends to zero, yet a pair near the axis still needs time to diffuse to the wall. The theorem below covers both situations.

\section{Model and theorem}

The assumptions are these.
\begin{enumerate}
\item The wire is uniform, and long enough for its ends to be ignored. Pairs move by diffusion with one constant $D$, without drift in an electric field.
\item Bulk loss is linear, with lifetime $\tau_b$. Wall loss is linear, with constant $S>0$.
\item The mean free path is much shorter than $R$, so that diffusion describes the motion.
\end{enumerate}
The density then obeys
\begin{equation}
\frac{\partial n}{\partial t}=D\nabla^2n-\frac{n}{\tau_b},
\qquad
-D\frac{\partial n}{\partial r}=Sn\quad\text{at } r=R .
\label{model}
\end{equation}
The left side of the wall condition is the outward diffusion flux, and the right side is the loss at the wall. Put $n=e^{-t/\tau_b}w$. The time derivative of the exponential cancels the bulk term, which leaves $\partial w/\partial t=D\nabla^2w$ with the same wall condition. If $w$ decays as $e^{-t/\tau_s}$, then
\begin{equation}
\frac1\tau=\frac1{\tau_b}+\frac1{\tau_s}.
\end{equation}

Let $J_0$ and $J_1=-J_0'$ be the Bessel functions that are regular at the origin, let $j=2.4048$ be the first positive zero of $J_0$, and let $h=SR/D$.

\textbf{Theorem.} The equation
\begin{equation}
\beta J_1(\beta)=h\,J_0(\beta)
\label{condition}
\end{equation}
has one root in $0<\beta<j$. With this root, the slowest surface decay has
\begin{equation}
\tau_s=\frac{R^2}{D\beta^2}.
\label{lifetime}
\end{equation}
For every finite $h>0$,
\begin{equation}
\frac{R}{2S}+\frac{R^2}{8D}<\tau_s<\frac{R}{2S}+\frac{R^2}{j^2D},
\qquad j^2=5.783 .
\label{bounds}
\end{equation}
The bounds give $\tau_s\to R/(2S)$ in ratio as $h\to0$. As $h\to\infty$ the root $\beta$ tends to $j$, so $\tau_s\to R^2/(5.783D)$.

The number that separates slow from fast is $h$, which compares the diffusion time $R^2/D$ with the surface time $R/S$. A given $S$ may be slow in a thin wire and fast in a thick one.

\section{The root}

\textbf{Lemma 1.} Equation \eqref{condition} has one root in $(0,j)$, and it gives a decay mode that is positive throughout the wire.

\textit{Proof.} Try $w=\phi(r)e^{-\Gamma_1t}$ with $\Gamma_1=D\beta^2/R^2$. The diffusion equation becomes
\begin{equation}
\frac1r(r\phi')'=-\frac{\beta^2}{R^2}\phi .
\label{mode}
\end{equation}
Its solution that stays finite on the axis is $\phi=J_0(\beta r/R)$. Since $\phi'(R)=-(\beta/R)J_1(\beta)$, the wall condition reads $(D\beta/R)J_1(\beta)=SJ_0(\beta)$. Multiplication by $R/D$ gives \eqref{condition}.

In the variable $z=\beta r/R$, \eqref{mode} is $(zJ_0')'=-zJ_0$. With $J_0'=-J_1$ this gives
\begin{equation}
(zJ_1)'=zJ_0,\qquad J_1'=J_0-\frac{J_1}{z}.
\label{recur}
\end{equation}
Now regard $h$ as a function of $\beta$, namely $h=\beta J_1/J_0$. By \eqref{recur} its numerator has derivative $\beta J_0$, so
\begin{equation}
\frac{dh}{d\beta}=\frac{\beta J_0}{J_0}+\frac{\beta J_1\,J_1}{J_0^2}
=\beta+\frac{h^2}{\beta}.
\end{equation}
Let $x=\beta^2$. Division by $dx/d\beta=2\beta$ gives
\begin{equation}
\frac{dh}{dx}=\frac{x+h^2}{2x}>0 .
\label{slope}
\end{equation}
Thus $h$ rises steadily. It starts at $0$ for $\beta=0$. At $\beta=j$ the denominator $J_0$ vanishes, while $jJ_1(j)=\int_0^jzJ_0\,dz>0$, so $h\to\infty$. Each positive $h$ is therefore reached once. Because $\beta<j$, the function $J_0(\beta r/R)$ is positive for $0\le r\le R$. $\square$

\section{Why this mode is the slowest}

\textbf{Lemma 2.} No other mode decays as slowly as $\phi$.

\textit{Proof.} A general mode has the form $u(r)e^{i\nu\theta+iqz}e^{-\Gamma t}$, where $\nu$ is an integer and $z$ is now the coordinate along the wire. Its radial part obeys
\begin{equation}
D\left[\frac1r(ru')'-\frac{\nu^2}{r^2}u-q^2u\right]=-\Gamma u .
\end{equation}
Multiply by $-ru$ and integrate from $0$ to $R$. Integration by parts gives $-\int u(ru')'dr=\int ru'^2dr-Ru(R)u'(R)$, and the wall condition replaces $-Du'(R)$ by $Su(R)$. Hence
\begin{equation}
\Gamma\!\int\! ru^2dr=D\!\int\! ru'^2dr+SRu(R)^2
+D\!\int\!\left(\frac{\nu^2}{r^2}+q^2\right)ru^2dr .
\label{energy}
\end{equation}
(For complex $u$, multiplying by $u^*$ gives the same relation with squared moduli. So $\Gamma$ is real, and $u$ may be chosen real.)

Since $\phi>0$, we may write $u=\phi g$. Then
\begin{align}
\int ru'^2dr&=\int r\left(\phi^2g'^2+2\phi\phi'gg'+\phi'^2g^2\right)dr\nonumber\\
&=\int r\phi^2g'^2dr+\int r\phi'(\phi g^2)'dr .
\end{align}
Integrate the last term by parts. At the wall $\phi'=-S\phi/D$, and inside \eqref{mode} gives $(r\phi')'=-(\Gamma_1/D)r\phi$. Therefore
\begin{equation}
\int r\phi'(\phi g^2)'dr=-\frac{SR}{D}u(R)^2+\frac{\Gamma_1}{D}\int ru^2dr .
\end{equation}
On insertion into \eqref{energy} the wall terms cancel:
\begin{equation}
(\Gamma-\Gamma_1)\!\int\! ru^2dr=D\!\int\! r\phi^2g'^2dr
+D\!\int\!\left(\frac{\nu^2}{r^2}+q^2\right)ru^2dr\ge0 .
\end{equation}
Equality requires constant $g$ and $\nu=q=0$, which is the mode $\phi$ itself. $\square$

\textbf{Remark.} Any nonnegative, nonzero start that is uniform along the wire contains this mode. Let $\bar w$ be $w$ averaged over angle, and let $P=\int r\phi\bar w\,dr$, which is positive at the start. Two integrations by parts give
\begin{equation}
\frac{dP}{dt}=DR\left[\phi\bar w'-\phi'\bar w\right]_{r=R}
+D\int\bar w(r\phi')'dr=-\Gamma_1P .
\label{project}
\end{equation}
The bracket vanishes because both functions obey the same wall condition. So $P$ decays at the rate $\Gamma_1$ from the first moment.

\section{How much of a uniform start is in the slowest mode}

\textbf{Lemma 3.} If the initial density is uniform, the slowest mode carries the fraction
\begin{equation}
a=\frac{4h^2}{x(x+h^2)}<1
\label{fraction}
\end{equation}
of the pairs.

\textit{Proof.} Let the initial density be 1 and split it as $1=c\phi+v$ with $\int r\phi v\,dr=0$. Then $c=\int r\phi\,dr/\int r\phi^2dr$. By \eqref{project} the remainder $v$ stays orthogonal to $\phi$, so it never feeds the slowest mode. The share of pairs in $c\phi$ is
\begin{equation}
a=\frac{c\int r\phi\,dr}{\int r\,dr}
=\frac{2\left(\int r\phi\,dr\right)^2}{R^2\int r\phi^2dr}.
\label{share}
\end{equation}
The first integral follows from \eqref{recur}: $\int r\phi\,dr=(R^2/\beta^2)\,\beta J_1(\beta)=R^2J_1/\beta$. For the second, differentiate
\begin{align}
\frac{d}{dz}\left[\frac{z^2}{2}(J_0^2+J_1^2)\right]
&=z(J_0^2+J_1^2)+z^2\left(-J_0J_1+J_1J_0-\frac{J_1^2}{z}\right)\nonumber\\
&=zJ_0^2 .
\end{align}
Hence $\int r\phi^2dr=(R^2/2)(J_0^2+J_1^2)$, with the Bessel functions taken at $\beta$. Since $J_1/J_0=h/\beta$,
\begin{equation}
a=\frac{4}{x}\,\frac{J_1^2}{J_0^2+J_1^2}
=\frac4x\,\frac{h^2/x}{1+h^2/x}=\frac{4h^2}{x(x+h^2)} .
\end{equation}
The Cauchy–Schwarz inequality gives $(\int r\phi\,dr)^2<(R^2/2)\int r\phi^2dr$. It is strict because $\phi$ is not constant. With \eqref{share} this means $a<1$. $\square$

For an infinitely fast surface $a\to4/j^2=0.692$. The other 31\% of the pairs are in faster modes, so the early decay is not a single exponential.

\section{Proof of the limits and bounds}

\textit{Slow surface.} The power series are $J_0=1-x/4+\dots$ and $J_1=(\beta/2)(1-x/8+\dots)$. Therefore
\begin{equation}
h=\frac{\beta J_1}{J_0}=\frac x2\left(1-\frac x8\right)\left(1+\frac x4\right)+O(x^3)
=\frac x2+\frac{x^2}{16}+O(x^3).
\label{series}
\end{equation}
Inversion gives $1/(2h)=(1/x)(1-x/8+O(x^2))$, that is,
\begin{equation}
\frac1x-\frac1{2h}\longrightarrow\frac18\qquad(h\to0).
\label{eighth}
\end{equation}
Now multiply by $R^2/D$ and use $R^2/(2hD)=R/(2S)$. The lifetime is $R/(2S)$ plus a first correction $R^2/(8D)$, the extra delay caused by diffusion to the wall.

\textit{Fast surface.} As $h\to\infty$, $x\to j^2$ and $1/(2h)\to0$, so
\begin{equation}
\frac1x-\frac1{2h}\longrightarrow\frac1{j^2}.
\label{jlimit}
\end{equation}
This gives $\tau_s\to R^2/(j^2D)$. The density then vanishes at the wall, and $S$ drops out.

\textit{Between the limits.} From \eqref{slope} and \eqref{fraction},
\begin{equation}
\frac{d(1/x)}{d(1/h)}=\frac{h^2}{x^2}\frac{dx}{dh}
=\frac{h^2}{x^2}\,\frac{2x}{x+h^2}=\frac{2h^2}{x(x+h^2)}=\frac a2 .
\label{ahalf}
\end{equation}
Subtracting the derivative of $1/(2h)$ gives
\begin{equation}
\frac{d}{d(1/h)}\left(\frac1x-\frac1{2h}\right)=\frac{a-1}{2}<0 .
\end{equation}
So the difference falls as $1/h$ rises, which means that it rises with $h$. It climbs from $1/8$ in \eqref{eighth} to $1/j^2$ in \eqref{jlimit} and lies strictly between them at finite $h$. Multiplication by $R^2/D$ gives \eqref{bounds}. $\square$

Equation \eqref{ahalf} also gives the first correction on the fast side. There $a/2\to2/j^2$, so
\begin{equation}
\tau_s\approx\frac{R^2}{j^2D}\left(1+\frac2h\right)\qquad(h\gg1).
\label{fastcorr}
\end{equation}
A surface with $h=10$ is thus still about 20\% away from the infinitely fast result.

\section{How fast a surface can be}

A wall cannot absorb pairs faster than they arrive. To estimate the ceiling, let $s$ be the velocity normal to the wall, positive outward, with a thermal distribution tilted by a factor $1+bs$. Let $\bar v=\sqrt{8kT/(\pi m)}$ be the mean thermal speed for mass $m$. Without the tilt, the flux in each direction is $n\bar v/4$. The tilt adds $nb\langle s^2\rangle/2$ to the outward flux and takes the same amount from the returning flux.

If the wall absorbs every arrival, the returning flux is zero, so $nb\langle s^2\rangle/2=n\bar v/4$. The net flux is then $n\bar v/2$, and
\begin{equation}
S_{\max}\approx\frac{\bar v}{2}.
\end{equation}
This is an estimate, because a linear tilt is a poor description of a strongly absorbing wall. With $D=\bar v\ell/3$, where $\ell$ is the mean free path, it gives $h_{\max}\approx3R/(2\ell)$. The infinitely fast limit can therefore be approached when $R\gg\ell$, the condition under which diffusion holds in the first place.

\section{Example: a diamond nanowire}

Take a diamond photonic nanowire at 300 K with $R=200$ nm, $D=10$ cm$^2$/s for pairs and $S=10^5$ cm/s. These values are chosen for illustration. Then
\begin{equation}
h=\frac{10^5\times2\times10^{-5}}{10}=0.200,\qquad
\frac{R^2}{D}=\frac{4\times10^{-10}}{10}\ \text{s}=40.0\ \text{ps}.
\end{equation}
Numerical root finding on \eqref{condition} gives $\beta=0.6170$ and $x=0.3807$. The two terms of \eqref{series} return $0.1903+0.0091=0.1994$, and the small remainder belongs to higher powers of $x$. The lifetime is
\begin{equation}
\tau_s=\frac{40.0}{0.3807}\ \text{ps}=105\ \text{ps}=0.105\ \text{ns}.
\end{equation}
The bounds are $100+5.0=105.0$ ps and $100+6.9=106.9$ ps; the unrounded root, $105.08$ ps, lies just above the lower one. Diffusion contributes about 5 ps, so a lifetime measured in this regime fixes $S/R$ and says little about $D$.

A uniform start puts 99.9\% of the pairs in the slowest mode. For a density uniform along the wire, the other modes are much faster. Dividing the radius into 400 rings and diagonalizing the balance equations gives 10 ps for the first angular mode, the slowest of them, and 2.7 ps for the second radial mode. A variation along the wire is different: it adds only $Dq^2$ to the decay rate, so a long-wave variation fades little faster than the slowest mode. Light absorbed on one side excites the angular mode, which falls below 1\% of its initial size in 50 ps.

With $R$ and $D$ held fixed, a change of $S$ gives the following lifetimes in ps.

\begin{center}
\begin{tabular}{rrrrr}
$S$ (cm/s) & $h$ & $R/(2S)$ & $\tau_s$ & upper bound\\
$10^4$ & 0.02 & 1000 & 1005 & 1007\\
$10^5$ & 0.20 & 100 & 105.1 & 106.9\\
$10^6$ & 2.0 & 10 & 15.6 & 16.9\\
$7.6\times10^6$ & 15.2 & 1.3 & 7.9 & 8.2
\end{tabular}
\end{center}

At $10^6$ cm/s the slow formula is 36\% below the root, while the upper bound is 8\% above it. The last row is the kinetic ceiling for $m=0.5\,m_e$, where $\bar v=1.52\times10^7$ cm/s. Even there the lifetime stays above the ideal floor of $40.0/5.783=6.9$ ps. Because the ceiling is an estimate, the last digit of 7.9 ps is uncertain. Equation \eqref{fastcorr} gives $6.92\,(1+2/15.2)=7.8$ ps. Diamond's electron mass depends on direction; masses of $1.5$ and $0.3\,m_e$ would put the ceiling at $4.4\times10^6$ and $9.8\times10^6$ cm/s, and the lifetime in the last row would then range from about 8.6 down to about 7.7 ps.

\section{Where a real wire departs from the model}

Real values of $S$ depend strongly on etching and surface treatment, so the chosen $S$ is only illustrative, and in the slow regime the lifetime scales almost as $1/S$. Several neglected effects can be sized for $S=10^5$ cm/s. A bulk lifetime of 10 ns lowers 105 ps to 104 ps. Ends of a wire of length $L=5$ µm with the same $S$ add the rate $4b^2D/L^2$, where $b\tan b=SL/(2D)=2.5$; this follows from a density $\cos(2bz/L)$ along the wire and lowers the lifetime to 103 ps. The mean free path is $3D/\bar v=20$ nm, one tenth of $R$, so diffusion is a fair but not a perfect description. The path grows in proportion to $D$: at 50 cm$^2$/s it would be about $R/2$, too long for diffusion to describe the motion. With a slow wall the lifetime would still be close to $R/(2S)$, because that formula needs only a uniform density.

Pairs can also bind as excitons. In thermal equilibrium their density $n_X$ follows from the ratio of the translational partition functions,
\begin{equation}
\frac{n_X}{n^2}=\left(\frac{2\pi\hbar^2}{\mu kT}\right)^{3/2}e^{E_b/kT}.
\end{equation}
Here $\mu$ is the reduced mass, $n$ is the density of free pairs, and spin and valley factors cancel if all exciton states share the binding energy $E_b$. With $\mu=0.25\,m_e$, $E_b=80$ meV and $n=10^{16}$ cm$^{-3}$, 12\% of the pairs are bound in the lowest exciton level. If excitons were not lost at the wall but exchanged quickly with free pairs, only the free 88\% would feed the wall loss. The total number of pairs divided by its loss rate would then be about $105/0.88\approx120$ ps at this density.

Fixed surface charge also shifts the lifetime. At the same density, with relative permittivity 5.7, electrons and holes screen a weak field over $\ell_s=\sqrt{\varepsilon kT/(2e^2n)}=20$ nm. The screened potential obeys $\nabla^2\psi=\psi/\ell_s^2$, so it varies as the modified Bessel function $I_0(r/\ell_s)$. Let the wall hold $N_s$ fixed elementary charges per area, balanced by the carriers inside, so that there is no field outside. Gauss's law then gives the wall slope $eN_s/\varepsilon$, and
\begin{equation}
\psi(R)=\frac{eN_s\ell_s}{\varepsilon}\,\frac{I_0(R/\ell_s)}{I_1(R/\ell_s)} .
\end{equation}
A charge of $10^{10}$ cm$^{-2}$ gives 6.8 mV. Against $kT/e=25.9$ mV, this changes the wall density of one carrier, relative to the axis, by the factor $e^{6.8/25.9}=1.30$ and of the other by its inverse. The carriers that balance the wall charge also shift the two mean densities, by $N_s/(nR)=5\%$ up and down. If one carrier limits the recombination, its number divided by its loss rate changes from 100 ps to roughly $100\times1.05/1.30\approx80$ ps or $100\times0.95\times1.30\approx120$ ps.

So $S$ in \eqref{model} is an effective value that includes this potential. As pairs disappear, $\ell_s$ grows and the potential changes, so the late decay need not stay exponential. For $n=10^{16}$ cm$^{-3}$, a fixed charge of $N_s=nR/2=10^{11}$ cm$^{-2}$ would equal that of all the electrons in the wire. The weak-field formula for $\psi(R)$ loses accuracy gradually as the charge grows. It reaches $kT/e$ near $4\times10^{10}$ cm$^{-2}$, where it is about 4\% above the solution of the nonlinear Poisson–Boltzmann equation with density $n$ on the axis. At $10^{11}$ cm$^{-2}$ it is about 22\% too high. The theorem can describe a real wire only while the effective $S$ stays nearly constant and the other assumptions of the model hold.

All numerical values are calculated from the stated model.
